# Fang-Howard wall slope triples roughness matrix element in a linear potential: test program

```python
# RESULT UNDER TEST
# For a hard wall at z=0 and potential energy V=eF*z, the wall-roughness matrix
# element per unit wall displacement is G=(hbar^2/2m)*psi'(0)^2 = eF for the true
# eigenstate, but 3eF if the energy-optimised Fang-Howard function
# psi=sqrt(b^3/2)*z*exp(-b*z/2) is inserted; the Born rate is then 9 times too big.
# Scaled units: length ell=(hbar^2/(2m eF))^(1/3), energy eF*ell, so H=-d2/dz2+z.
# F: field, m: mass, Delta: rms roughness, L: correlation length, q: wave-vector
# transfer, Ns: electron density, Nd: depletion density (both per area).
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ai_zeros, airy, ive

nodes, weights = np.polynomial.legendre.leggauss(400)
z = 15.0 * (nodes + 1.0)
w = 15.0 * weights


def integral(f):
    return float(np.sum(w * f))


# ---------- true eigenstates (Airy functions), normalised by quadrature ----------
n_sub = 12
zeros = ai_zeros(n_sub)[0]
phi, dphi, wall_slope = [], [], []
for a0 in zeros:
    val, der = airy(z + a0)[:2]
    norm = np.sqrt(integral(val**2))
    phi.append(val / norm)
    dphi.append(der / norm)
    wall_slope.append(airy(a0)[1] / norm)
phi, dphi = np.array(phi), np.array(dphi)
levels = -zeros
G_true = wall_slope[0]**2
assert abs(G_true - 1.0) < 1e-7


# ---------- Fang-Howard function, optimised numerically ----------
def fang_howard(b, x):
    f = np.sqrt(b**3 / 2) * x * np.exp(-b * x / 2)
    df = np.sqrt(b**3 / 2) * (1 - b * x / 2) * np.exp(-b * x / 2)
    return f, df


def fh_energy(b):
    f, df = fang_howard(b, z)
    return integral(df**2 + z * f**2) / integral(f**2)


best = minimize_scalar(fh_energy, bounds=(0.8, 4.0), method="bounded",
                       options={"xatol": 1e-10})
b_opt, E_fh = best.x, best.fun
f_fh, df_fh = fang_howard(b_opt, z)
G_fh = fang_howard(b_opt, 0.0)[1]**2
assert abs(G_fh / G_true - 3.0) < 1e-5
overlap = abs(integral(f_fh * phi[0]))
# excess of the slope formula = residual of the Schroedinger equation
d2f = np.sqrt(b_opt**3 / 2) * np.exp(-b_opt * z / 2) * (-b_opt + b_opt**2 * z / 4)
residual_term = 2 * integral(df_fh * (-d2f + z * f_fh))
assert abs(G_fh - (integral(f_fh**2) + residual_term)) < 1e-6
assert abs(residual_term - 2.0) < 1e-5
b_retuned = brentq(lambda b: fang_howard(b, 0.0)[1]**2 - G_true, 0.5, 3.0)
E_retuned = fh_energy(b_retuned)

# ---------- corrugated wall d*cos(qx): Bragg gap gives the matrix element ----------
d, q_wall = 0.05, 0.8
harmonics = np.arange(-3, 3)
kx = (harmonics + 0.5) * q_wall
nh = len(kx)
up, down = np.eye(nh, k=-1), np.eye(nh, k=1)
wall = d * (up + down) / 2
wall_dx = -d * q_wall * (up - down) / 2j
P = (phi * w) @ dphi.T
K = (dphi * w) @ dphi.T
cross = np.kron(-1j * np.diag(kx) @ wall_dx, P)
H = (np.kron(np.diag(kx**2) + wall, np.eye(n_sub))
     + np.kron(np.eye(nh), np.diag(levels))
     - cross - cross.conj().T + np.kron(wall_dx @ wall_dx, K))
bands = np.linalg.eigvalsh(H)
G_gap = (bands[1] - bands[0]) / d
assert abs(G_gap - G_true) < 0.01

# ---------- self-consistent electron charge: forces fd (depletion), fs (electrons) --
fd, fs = 0.3, 1.0
h = 0.01
grid = h * np.arange(0, 2501)


def electron_potential(density):
    outside = 1 - cumulative_trapezoid(density, grid, initial=0)
    return cumulative_trapezoid(outside, grid, initial=0)


rho = fang_howard(1.3, grid)[0]**2
for _ in range(40):
    V = fd * grid + fs * electron_potential(rho)
    _, vec = eigh_tridiagonal(2 / h**2 + V[1:-1], -np.ones(len(grid) - 3) / h**2,
                              select="i", select_range=(0, 0))
    psi = np.concatenate(([0.0], vec[:, 0], [0.0])) / np.sqrt(h)
    change = np.max(abs(psi**2 - rho))
    rho = 0.5 * rho + 0.5 * psi**2
assert change < 1e-6
G_sc = ((4 * psi[1] - psi[2]) / (2 * h))**2
assert abs(G_sc / (fd + fs / 2) - 1) < 0.003


def total_energy(b):
    f, df = fang_howard(b, grid)
    pot = fd * grid + 0.5 * fs * electron_potential(f**2)
    return np.trapezoid(df**2 + pot * f**2, grid) if hasattr(np, "trapezoid") \
        else np.trapz(df**2 + pot * f**2, grid)


b_sc = minimize_scalar(total_energy, bounds=(0.5, 3), method="bounded",
                       options={"xatol": 1e-9}).x


def hartree_ratio(nd, ns):
    return 3 * (nd + 11 * ns / 32) / (nd + ns / 2)


ratio_sc = fang_howard(b_sc, 0.0)[1]**2 / G_sc
assert abs(ratio_sc / hartree_ratio(fd, fs) - 1) < 0.005

# ---------- example: InSb inversion layer, rough typical parameters ----------
mass, field_MVcm, T = 0.014, 0.02, 77.0
gap, eps_s, eps_i = 0.23, 16.8, 3.9
Delta, L, Ns_cm2 = 1.0, 10.0, 2e10
barrier, mass_ox = 3.0, 0.4
e, hbar = const.e, const.hbar
c0 = hbar**2 / (2 * const.m_e) / e * 1e18      # eV nm^2
c2 = c0 / mass
eF = field_MVcm * 0.1                          # eV/nm
ell = (c2 / eF)**(1 / 3)
unit = eF * ell
kT = const.k * T / e
hbar_eV = hbar / e
z_mean = integral(z * phi[0]**2) * ell
k = np.sqrt(kT / c2)


def rate(G):
    a = k**2 * L**2 / 2
    return np.pi * G**2 * Delta**2 * L**2 / (2 * c2 * hbar_eV) * (ive(0, a) - ive(1, a))


# golden rule summed over a two-dimensional grid of final states
u = np.linspace(-1.2, 1.2, 1201)
KX, KY = np.meshgrid(u * k, u * k)
kk = np.hypot(KX, KY)
cosine = KX / np.maximum(kk, 1e-12)
spectrum = np.pi * Delta**2 * L**2 * np.exp(-((KX - k)**2 + KY**2) * L**2 / 4)
width = 0.03 * kT
delta_E = np.exp(-((c2 * kk**2 - kT) / width)**2 / 2) / (width * np.sqrt(2 * np.pi))
cell = ((u[1] - u[0]) * k)**2
brute = 2 * np.pi / hbar_eV * eF**2 * np.sum(spectrum * (1 - cosine) * delta_E) \
    * cell / (4 * np.pi**2)
assert abs(brute / rate(eF) - 1) < 0.01        # finite energy width of the delta
rate_true, rate_fh = rate(G_true * eF), rate(G_fh * eF)


def mobility(r):
    return e / (r * mass * const.m_e) * 1e4


# ---------- sizes of neglected effects ----------
Nd_cm2 = eps_s * const.epsilon_0 * field_MVcm * 1e8 / e * 1e-4
self_ratio = hartree_ratio(Nd_cm2, Ns_cm2)
depletion_width = 2 * gap / eF
acceptors = Nd_cm2 / (depletion_width * 1e-7)
mass_shift = 2 * integral(dphi[0]**2) * unit / gap
boltz = np.exp(-(levels - levels[0]) * unit / kT)
upper = 1 - 1 / boltz.sum()
tunnel_exponent = np.pi * gap**1.5 / (4 * np.sqrt(c2) * eF)
kappa = np.sqrt(mass_ox * barrier / c0)
soft_length = mass_ox / (mass * kappa)
s = soft_length / ell
E_soft = brentq(lambda x: airy(-x)[0] - s * airy(-x)[1], 1.02, levels[0])
soft_norm = integral(airy(z - E_soft)[0]**2)
soft_slope = airy(-E_soft)[1]**2 / soft_norm
soft_value = airy(-E_soft)[0]**2 / soft_norm
assert abs(soft_slope + E_soft * soft_value - 1) < 1e-6

# dielectric roughness: solve the corrugated boundary by collocation
r = (eps_s - eps_i) / (eps_s + eps_i)
qd, amp = 1.0, 0.02
x = np.linspace(0, np.pi, 60)
zw, slope = amp * np.cos(qd * x), -amp * qd * np.sin(qd * x)
cols = [np.concatenate((np.ones_like(x), np.zeros_like(x)))]
for n in range(1, 5):
    g = n * qd
    c, sn = np.cos(g * x), np.sin(g * x)
    cols.append(np.concatenate((c * np.exp(-g * zw),
                eps_s * g * np.exp(-g * zw) * (-c + slope * sn))))
    cols.append(np.concatenate((-c * np.exp(g * zw),
                -eps_i * g * np.exp(g * zw) * (c + slope * sn))))
rhs = np.concatenate(((eps_s / eps_i - 1) * zw, np.zeros_like(x)))
coef = np.linalg.lstsq(np.array(cols).T, rhs, rcond=None)[0]
assert abs(coef[1] / (r * amp) - 1) < 0.01
q90 = np.sqrt(2) * k
extra = r * integral(np.exp(-q90 * ell * z) * phi[0]**2)
total_ratio = (G_fh + extra) / (G_true + extra)
image_force = e * 1e9 * r / (16 * np.pi * const.epsilon_0 * eps_s * z_mean**2)

# screening, each function with its own form factor (long-wave polarisability)
E_fermi = Ns_cm2 * 1e-14 * 2 * np.pi * c2
polar = (1 - np.exp(-E_fermi / kT)) / (2 * np.pi * c2)
coulomb = e * 1e9 / (2 * const.epsilon_0 * eps_s)
angles = (np.arange(40) + 0.5) * np.pi / 40


def screened_sum(density, G):
    total = 0.0
    p = w * density
    for th in angles:
        q = 2 * k * np.sin(th / 2)
        kernel = np.exp(-q * ell * abs(z[:, None] - z)) \
            + r * np.exp(-q * ell * (z[:, None] + z))
        eps_q = 1 + coulomb * polar / q * (p @ kernel @ p)
        total += (G / eps_q)**2 * np.exp(-q**2 * L**2 / 4) * (1 - np.cos(th))
    return total


screen_true = screened_sum(phi[0]**2, G_true)
screen_fh = screened_sum(f_fh**2, G_fh)
screen_none = np.sum(np.exp(-(k * L * np.sin(angles / 2))**2) * (1 - np.cos(angles)))


def show(label, value, unit_name="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit_name}".rstrip())


print("SCALED MODEL (length ell, energy eF*ell)")
show("G/eF, true eigenstate", G_true, fmt=".6f")
show("G/eF, from Bragg gap of corrugated wall", G_gap, fmt=".5f")
show("G/eF, optimised Fang-Howard in slope formula", G_fh, fmt=".6f")
show("residual term/eF for Fang-Howard", residual_term, fmt=".6f")
show("optimal b*ell", b_opt, fmt=".5f")
show("true ground energy", levels[0], fmt=".5f")
show("Fang-Howard energy", E_fh, fmt=".5f")
show("Fang-Howard energy error", 100 * (E_fh / levels[0] - 1), "%", ".2f")
show("overlap with true state", overlap, fmt=".5f")
show("wall slope ratio", np.sqrt(G_fh / G_true), fmt=".5f")
show("energy error if b is retuned to the slope",
     100 * (E_retuned / levels[0] - 1), "%", ".2f")
show("Hartree test Nd:Ns=0.3:1, computed ratio", ratio_sc, fmt=".4f")
show("Hartree test, formula ratio", hartree_ratio(fd, fs), fmt=".4f")
show("ratio with electron charge only", hartree_ratio(0, 1), fmt=".4f")
print("InSb EXAMPLE (rough typical inputs)")
show("mass", mass, "m_e")
show("field", field_MVcm, "MV/cm")
show("temperature", T, "K")
show("band gap", gap, "eV")
print(f"permittivities, InSb and oxide: {eps_s}, {eps_i}")
print(f"roughness height, correlation length: {Delta}, {L} nm")
show("electron density", Ns_cm2, "cm^-2")
print(f"oxide barrier, oxide mass: {barrier} eV, {mass_ox} m_e")
show("length ell", ell, "nm")
show("mean distance from wall", z_mean, "nm")
show("true ground energy", 1e3 * levels[0] * unit, "meV")
show("Fang-Howard energy", 1e3 * E_fh * unit, "meV")
show("kT", 1e3 * kT, "meV")
show("wave number at energy kT", k, "nm^-1")
show("correct G", 1e3 * G_true * eF, "meV/nm")
show("misused Fang-Howard G", 1e3 * G_fh * eF, "meV/nm")
show("correct rate at kT", rate_true, "s^-1")
show("golden-rule sum on grid", brute, "s^-1")
show("misused rate at kT", rate_fh, "s^-1")
show("rate ratio", rate_fh / rate_true, fmt=".4f")
show("correct roughness mobility at kT", mobility(rate_true), "cm2/Vs", ".3g")
show("misused roughness mobility at kT", mobility(rate_fh), "cm2/Vs", ".3g")
print("NEGLECTED EFFECTS")
show("depletion density", Nd_cm2, "cm^-2", ".3g")
show("G ratio with electron self-field", self_ratio, fmt=".3f")
show("acceptor density implied", acceptors, "cm^-3", ".2g")
show("field drop at mean distance", 100 * z_mean / depletion_width, "%", ".2g")
show("nonparabolic mass increase", 100 * mass_shift, "%", ".2g")
show("upper-subband population", 100 * upper, "%", ".2g")
show("band-to-band tunnelling exponent", tunnel_exponent, fmt=".3g")
show("soft-wall length, one-band estimate", soft_length, "nm", ".3g")
show("soft-wall ground energy", 1e3 * E_soft * unit, "meV", ".3g")
show("soft-wall slope term/eF", soft_slope, fmt=".3f")
show("dielectric-roughness term/eF at 90 degrees", extra, fmt=".3f")
show("total matrix-element ratio with it", total_ratio, fmt=".3f")
show("image force/eF at mean distance", image_force / eF, fmt=".2g")
show("screened/unscreened correct rate", screen_true / screen_none, fmt=".3f")
show("rate ratio with separate screening", screen_fh / screen_true, fmt=".3f")
print("OK")
```

It prints:

```
SCALED MODEL (length ell, energy eF*ell)
G/eF, true eigenstate: 1.000000
G/eF, from Bragg gap of corrugated wall: 0.99991
G/eF, optimised Fang-Howard in slope formula: 3.000000
residual term/eF for Fang-Howard: 2.000000
optimal b*ell: 1.81712
true ground energy: 2.33811
Fang-Howard energy: 2.47645
Fang-Howard energy error: 5.92 %
overlap with true state: 0.98350
wall slope ratio: 1.73205
energy error if b is retuned to the slope: 18.81 %
Hartree test Nd:Ns=0.3:1, computed ratio: 2.4132
Hartree test, formula ratio: 2.4141
ratio with electron charge only: 2.0625
InSb EXAMPLE (rough typical inputs)
mass: 0.014 m_e
field: 0.02 MV/cm
temperature: 77 K
band gap: 0.23 eV
permittivities, InSb and oxide: 16.8, 3.9
roughness height, correlation length: 1.0, 10.0 nm
electron density: 2e+10 cm^-2
oxide barrier, oxide mass: 3.0 eV, 0.4 m_e
length ell: 11.08 nm
mean distance from wall: 17.27 nm
true ground energy: 51.82 meV
Fang-Howard energy: 54.88 meV
kT: 6.635 meV
wave number at energy kT: 0.04938 nm^-1
correct G: 2 meV/nm
misused Fang-Howard G: 6 meV/nm
correct rate at kT: 2.927e+11 s^-1
golden-rule sum on grid: 2.927e+11 s^-1
misused rate at kT: 2.634e+12 s^-1
rate ratio: 9.0000
correct roughness mobility at kT: 4.29e+05 cm2/Vs
misused roughness mobility at kT: 4.77e+04 cm2/Vs
NEGLECTED EFFECTS
depletion density: 1.86e+11 cm^-2
G ratio with electron self-field: 2.952
acceptor density implied: 8.1e+15 cm^-3
field drop at mean distance: 7.5 %
nonparabolic mass increase: 15 %
upper-subband population: 0.29 %
band-to-band tunnelling exponent: 26.3
soft-wall length, one-band estimate: 5.09 nm
soft-wall ground energy: 42.8 meV
soft-wall slope term/eF: 0.710
dielectric-roughness term/eF at 90 degrees: 0.213
total matrix-element ratio with it: 2.649
image force/eF at mean distance: 0.022
screened/unscreened correct rate: 0.821
rate ratio with separate screening: 9.166
OK
```
